# Long-path phonons crossing a sinusoidal temperature profile, part 1

(Sections cited here and not found follow in the second part.)

## First half: one phonon group and its bath

In a warm crystal most of the heat is stored in phonons that travel a short way between collisions. They are close to local equilibrium and define a temperature \(T(z)\). A smaller number of low-frequency phonons travel much farther. If the temperature varies over a distance comparable with their path, their heat flux no longer follows from the bulk conductivity.

Take a bath of short-path phonons whose temperature is held at

\[
T(z)=T_0+\theta\cos(qz),\qquad \theta\ll T_0 ,
\]

with period \(2\pi/q\). One group of long-path phonons crosses this bath. It has heat capacity per volume \(C\), speed \(v\), relaxation time \(\tau\) and mean free path \(\Lambda=v\tau\), all independent of direction. The crystal is unbounded. The direction of travel makes an angle with the \(z\) axis whose cosine is \(\mu\). SI and engineering units are used.

**(a) Write the steady transport equation of the group, linearized in \(\theta\), and express its energy density and heat flux through a single unknown \(g(z,\mu)\).**

*Solution.* Let \(n(z,\mu)\) be the occupation of a mode of angular frequency \(\omega\), and \(n_{\rm eq}(T)\) its equilibrium value. In a steady state, the change of \(n\) along the path is balanced by collisions:

\[
v\mu\,\frac{\partial n}{\partial z}=-\frac{n-n_{\rm eq}(T(z))}{\tau}.
\]

The right-hand side contains two assumptions. Collisions are described by one relaxation time, and they return the group to equilibrium at the temperature of the bath. Energy can therefore pass between group and bath in every collision. Collisions that merely turn a phonon without changing its energy behave differently and are treated in part (g). There is also no heating term: whatever external heating keeps the profile steady is assumed to enter the bath and not the group.

Since \(\theta\ll T_0\), expand to first order about \(T_0\):

\[
n_{\rm eq}(T(z))=n_{\rm eq}(T_0)+\frac{dn_{\rm eq}}{dT}\,\theta\cos(qz),
\qquad
n=n_{\rm eq}(T_0)+\frac{dn_{\rm eq}}{dT}\,g(z,\mu).
\]

The second relation defines \(g\). It is the deviation of the group, expressed as a temperature, among phonons travelling in direction \(\mu\). Insert both relations, cancel the common factor \(dn_{\rm eq}/dT\), and multiply by \(\tau\):

\[
\Lambda\mu\,\frac{\partial g}{\partial z}=\theta\cos(qz)-g .
\]

The sum of \(\hbar\omega\,dn_{\rm eq}/dT\) over the modes of the group, per volume, is its heat capacity \(C\). In an isotropic medium, averaging over directions means averaging uniformly over \(\mu\) from \(-1\) to \(1\). The excess energy density is therefore \(Cu\), where

\[
u(z)=\frac12\int_{-1}^{1}g\,d\mu ,
\]

and each phonon carries its energy along \(z\) at speed \(v\mu\), so that the heat flux is

\[
J(z)=\frac{Cv}{2}\int_{-1}^{1}\mu\,g\,d\mu .
\]

The equilibrium part at \(T_0\) carries no flux, because it is the same for \(\mu\) and \(-\mu\).

**(b) Solve for \(g\), and interpret the solution by asking where each phonon last collided.**

*Solution.* Write the bath deviation as the real part of \(\theta e^{iqz}\), and \(g\) as the real part of \(\tilde g\,e^{iqz}\). Differentiation multiplies by \(iq\). With

\[
x=q\Lambda ,
\]

the transport equation becomes \(ix\mu\,\tilde g=\theta-\tilde g\), and therefore

\[
\tilde g(\mu)=\frac{\theta}{1+ix\mu}.
\]

For \(\mu\neq0\) one could add a solution of the equation without the bath term, proportional to \(e^{-z/(\Lambda\mu)}\). It grows without limit in one direction, so it is excluded in an unbounded crystal. For \(\mu=0\) the equation itself gives \(g=\theta\cos(qz)\).

The same result has a direct meaning. A phonon at \(z\) was last in a collision at some distance \(s\) back along its path, at the position \(z-\mu s\). The probability that this distance lies between \(s\) and \(s+ds\) is \(e^{-s/\Lambda}ds/\Lambda\). In that collision the phonon took on the temperature of the bath at that place. Summing over \(s\) gives

\[
g(z,\mu)=\int_0^\infty\frac{ds}{\Lambda}\,e^{-s/\Lambda}\,\theta\cos\big(q(z-\mu s)\big).
\]

To see that this agrees with the algebraic solution, replace the cosine by \(e^{iq(z-\mu s)}\) and integrate:

\[
\theta e^{iqz}\int_0^\infty\frac{ds}{\Lambda}\,e^{-s(1+ix\mu)/\Lambda}
=\frac{\theta e^{iqz}}{1+ix\mu}.
\]

The phonons at \(z\) thus carry a record of the bath temperature over a distance of order \(\Lambda\). If \(x|\mu|\ll1\), the temperature changes little over that distance along the axis, and the record is nearly local. If \(x|\mu|\gg1\), the path crosses many hot and cold regions. Their contributions nearly cancel, and \(|\tilde g|=\theta/\sqrt{1+x^2\mu^2}\) is small.

**(c) Find the heat flux and compare it with Fourier's law for the same bath temperature.**

*Solution.* Insert \(\tilde g\) into the flux and make the denominator real:

\[
\tilde J=\frac{Cv\theta}{2}\int_{-1}^{1}\frac{\mu\,d\mu}{1+ix\mu}
=\frac{Cv\theta}{2}\int_{-1}^{1}\frac{\mu-ix\mu^2}{1+x^2\mu^2}\,d\mu .
\]

The first term of the numerator gives an odd integrand and vanishes. The second is even, so the integral is twice that from 0 to 1:

\[
\tilde J=-ix\,Cv\theta\int_0^1\frac{\mu^2}{1+x^2\mu^2}\,d\mu .
\]

For the remaining integral, use \(x^2\mu^2=(1+x^2\mu^2)-1\):

\[
\int_0^1\frac{\mu^2\,d\mu}{1+x^2\mu^2}
=\frac1{x^2}\int_0^1\left(1-\frac1{1+x^2\mu^2}\right)d\mu
=\frac1{x^2}\left(1-\frac{\arctan x}{x}\right).
\]

Fourier's law is the limit in which \(g\) varies little over a mean free path. The transport equation then gives \(g\approx T-T_0-\Lambda\mu\,dT/dz\). The first part carries no flux. The second gives \(J=-\kappa\,dT/dz\) with

\[
\kappa=\frac{Cv\Lambda}{2}\int_{-1}^{1}\mu^2d\mu=\frac{Cv\Lambda}{3}.
\]

Its amplitude on the present profile is \(\tilde J_{\rm F}=-iq\kappa\theta=-ix\,Cv\theta/3\). Dividing the two amplitudes gives

\[
\boxed{\;\frac{\tilde J}{\tilde J_{\rm F}}=A(x)=\frac{3}{x^2}\left(1-\frac{\arctan x}{x}\right)\;}
\]

The ratio is real. The flux is therefore in phase with the Fourier flux, and at every position

\[
J(z)=-\kappa A(q\Lambda)\,\frac{dT}{dz}.
\]

This looks like a local law, although each phonon remembers distant places. The reason is the shape of the profile: shifting a sinusoid along \(z\) gives a sinusoid of the same period, and the equal weights of \(\mu\) and \(-\mu\) remove the part that is out of phase with the gradient. The temperature in this law is that of the bath. The group itself has the smaller deviation \(u\).

**(d) Find how much energy the bath gives to the group, and show that it accounts for the flux.**

*Solution.* The amplitude of \(u\) is the direction average of \(\tilde g\). The odd part again vanishes:

\[
\tilde u=\frac{\theta}{2}\int_{-1}^{1}\frac{1-ix\mu}{1+x^2\mu^2}\,d\mu
=\theta\int_0^1\frac{d\mu}{1+x^2\mu^2}=a(x)\,\theta,
\qquad a(x)=\frac{\arctan x}{x}.
\]

Since \(a<1\) for \(x>0\), the group is cooler than the bath at the crests and warmer at the troughs. The power per volume passing from bath to group is

\[
P(z)=\frac{C}{\tau}\left[\theta\cos(qz)-u(z)\right]
=\frac{C\theta}{\tau}(1-a)\cos(qz).
\]

In a steady state this must equal the divergence of the flux. From part (c), \(J=q\kappa A\theta\sin(qz)\), so

\[
\frac{dJ}{dz}=q^2\kappa A\,\theta\cos(qz)
=q^2\,\frac{Cv\Lambda}{3}\,\frac{3(1-a)}{q^2\Lambda^2}\,\theta\cos(qz)
=\frac{C\theta v}{\Lambda}(1-a)\cos(qz).
\]

With \(v/\Lambda=1/\tau\) the two expressions agree. The group picks up energy at the crests and delivers it at the troughs. The steady profile therefore needs external heating of the bath at the crests and cooling at the troughs, relative to the average, to replace what the group carries away.

This balance also sets a ceiling. Because \(1-a<1\), the exchanged power has an amplitude below \(C\theta/\tau\). However freely the phonons fly, they cannot carry more energy than their collisions supply.

**(e) Find the limits of \(A\) for short and long paths. At fixed \(C\), \(v\) and \(q\), which mean free path carries the most heat?**

*Solution.* For small \(x\), \(\arctan x=x-x^3/3+x^5/5-\dots\), so that

\[
1-\frac{\arctan x}{x}=\frac{x^2}{3}-\frac{x^4}{5}+\dots,\qquad
A=1-\frac{3x^2}{5}+\dots
\]

Fourier's law is recovered, with a first correction quadratic in \(q\Lambda\). For large \(x\), \(\arctan x\to\pi/2\), the bracket tends to 1, and

\[
A\to\frac{3}{x^2},\qquad
\kappa A\to\frac{Cv\Lambda}{3}\,\frac{3}{q^2\Lambda^2}=\frac{C}{q^2\tau}.
\]

This is the ceiling of part (d): the exchanged power is \(q^2\kappa A\theta\to C\theta/\tau\). The limit is approached slowly. At \(x=5\) the full formula gives \(A=0.087\), while \(3/x^2=0.120\).

At fixed \(C\), \(v\) and \(q\), the flux amplitude is \(Cv\theta\,h(x)\) with

\[
h(x)=\frac{xA(x)}{3}=\frac1x-\frac{\arctan x}{x^2}.
\]

It rises as \(x/3\) for short paths and falls as \(1/x\) for long ones. Its derivative is

\[
h'=-\frac1{x^2}-\frac1{x^2(1+x^2)}+\frac{2\arctan x}{x^3}
=\frac{1}{x^3}\left[2\arctan x-x-\frac{x}{1+x^2}\right].
\]

Call the square bracket \(B(x)\). It is zero at \(x=0\), and

\[
B'=\frac{2}{1+x^2}-1-\frac{1-x^2}{(1+x^2)^2}
=\frac{x^2(1-x^2)}{(1+x^2)^2}.
\]

Thus \(B\) rises up to \(x=1\) and then falls without limit, so it has one zero at positive \(x\), and \(h\) has one maximum. Solving \(B=0\) numerically gives \(x=1.515\), where \(h=0.230\). The most effective path is about a quarter of the period, since \(1.515/(2\pi)=0.24\). A longer path lets each phonon travel farther, but it also makes collisions rarer, and beyond this point the loss of exchange outweighs the gain in distance.

**(f) The bath profile is now \(\theta[\cos(qz)+0.3\cos(3qz)]\), with \(q\Lambda=1\). Can one conductivity describe the flux?**

*Solution.* The transport equation is linear, so each sinusoid can be treated by itself. The first has \(x=1\) and \(A(1)=0.6438\). The second has \(x=3\) and \(A(3)=0.1946\). Write \(\varphi=qz\). The gradient of the second term carries the factor \(0.3\times3=0.9\), and the ratio of the true flux to the Fourier flux is

\[
R(\varphi)=\frac{0.6438\sin\varphi+0.9\times0.1946\,\sin3\varphi}{\sin\varphi+0.9\sin3\varphi}.
\]

Near a crest, \(\varphi\to0\), \(\sin3\varphi\to3\sin\varphi\), and \(R=1.169/3.7=0.32\). A quarter period away, \(\varphi=\pi/2\), \(\sin3\varphi=-1\), and \(R=0.4687/0.1=4.7\). The local gradient there is small, but phonons arriving from steeper places still bring their flux.

No single conductivity can give both values. The best constant factor in the least-squares sense weights each harmonic by its squared gradient:

\[
\frac{0.6438+0.81\times0.1946}{1+0.81}=0.443 .
\]

It leaves an error whose root-mean-square value is 45 % of that of the flux. The factor \(A\) belongs to one sinusoid. A general profile must first be resolved into sinusoids, and each must be given its own factor.

## Second half: elastic collisions, a full spectrum and a decaying grating

The symbols carried over are these. A phonon group has heat capacity \(C\), speed \(v\), relaxation time \(\tau\), mean free path \(\Lambda=v\tau\) and bulk conductivity \(\kappa=Cv\Lambda/3\). The bath deviates from \(T_0\) by \(\theta\cos(qz)\), and \(x=q\Lambda\). If every collision returns the group to equilibrium with the bath, the group's own mean deviation is \(u=a\theta\cos(qz)\), and its flux is the Fourier flux times \(A\), where

\[
a(x)=\frac{\arctan x}{x},\qquad A(x)=\frac{3[1-a(x)]}{x^2}.
\]

The bath then supplies the group with the power \((C\theta/\tau)(1-a)\cos(qz)=q^2\kappa A\,\theta\cos(qz)\) per volume.

**(g) A share \(\beta\) of the collisions is elastic: it sends the phonon in a random direction but leaves its energy unchanged. How does the flux change at fixed total collision rate \(1/\tau\)?**

*Solution.* After an elastic collision, phonons have the mean deviation \(u\) of their own group, not that of the bath. The source in the transport equation is therefore a mixture:

\[
\Lambda\mu\,\frac{\partial g}{\partial z}=(1-\beta)\,\theta\cos(qz)+\beta u-g .
\]

This is the earlier equation with \(\theta\) replaced by the amplitude \(\theta'=(1-\beta)\theta+\beta\tilde u\). The earlier solution gives \(\tilde u=a\theta'\). Hence

\[
\theta'=(1-\beta)\theta+\beta a\theta'
\quad\Longrightarrow\quad
\theta'=\frac{1-\beta}{1-\beta a}\,\theta .
\]

The flux is proportional to this amplitude, so \(A\) is replaced by

\[
A_\beta(x)=A(x)\,\frac{1-\beta}{1-\beta a(x)} .
\]

Since \(a<1\), the new factor is below 1 for \(0<\beta<1\), and elastic collisions reduce the flux further. For \(x=1\) and \(\beta=0.5\), it is \(0.5/(1-0.5\times0.7854)=0.823\), and the suppression changes from 0.644 to 0.530.

For small \(x\), \(a\approx1-x^2/3\), and the factor becomes

\[
\frac{1-\beta}{1-\beta+\beta x^2/3}.
\]

It is close to 1 if \(\beta x^2/3\ll1-\beta\). This condition compares two lengths. Between energy-exchanging collisions a phonon has the time \(\tau/(1-\beta)\), in which it diffuses, with diffusivity \(v\Lambda/3\), over a length \(\ell\) given by \(\ell^2=\Lambda^2/[3(1-\beta)]\). The condition is \(\beta q^2\ell^2\ll1\). A short mean free path is thus not enough for Fourier's law relative to the bath temperature. The phonon must also exchange energy with the bath before it diffuses across the profile.

For one group of long-path phonons in a sinusoidal bath profile, the heat flux is the Fourier flux times \(A(q\Lambda)\), and elastic collisions reduce it further. It remains to combine many groups, find the decay rate of the grating once the external heating is switched off, and apply the result to a silicon-like crystal and judge how far it can be trusted.

All numerical values are calculated from the stated model.
